# Lognormal and Weibull Lifetimes Matched at Two Failure Points

**Situation and data**

Identical SiO2 gate capacitors are held at constant voltage and temperature until the oxide breaks down. Let \(F(t)\) be the fraction failed by time \(t\), counted from the start of stress. Two laws are proposed, neither with a threshold time:

\[
F_W(t)=1-\exp\!\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],\qquad
F_L(t)=\Phi\!\left(\frac{\ln t-\mu}{\sigma}\right).
\]

The first is the Weibull law with scale \(\eta\) and slope \(\beta\). The second is the lognormal law, where \(\Phi\) is the standard normal distribution function, \(\phi=\Phi'\) is its density, and \(\ln t\) means the logarithm of the time in seconds.

The capacitors have an oxide thickness of 2.5 nm and an area of \(10^{-4}\) cm². They are stressed at 3.5 V and 398 K. The Weibull parameters are \(\beta=1.5\) and \(\eta=10^4\) s. One part per million (ppm) means \(F=10^{-6}\).

## Part (a): matching the laws

**Question.** Find the time at which each law reaches a given failure fraction. Then determine the \(\mu\) and \(\sigma\) for which the two laws have the same times at \(F=0.10\) and \(F=0.50\).

**Answer.** For the Weibull law, \(1-F=\exp[-(t/\eta)^\beta]\). Taking the logarithm and changing the sign gives \(-\ln(1-F)=(t/\eta)^\beta\). A second logarithm gives

\[
W(F)\equiv\ln[-\ln(1-F)]=\beta(\ln t-\ln\eta),
\qquad
\ln t_W(F)=\ln\eta+\frac{W(F)}{\beta}.
\]

For the lognormal law, define \(z(F)=\Phi^{-1}(F)\). Inverting \(\Phi\) gives

\[
\ln t_L(F)=\mu+\sigma z(F).
\]

A plot of \(W\) against \(\ln t\), called Weibull paper, therefore turns the Weibull law into a straight line of slope \(\beta\). A plot of \(z\) against \(\ln t\) does the same for the lognormal law, with slope \(1/\sigma\).

Write subscripts 10 and 50 for the two match points. By the symmetry of the normal density, \(z_{50}=0\), so the condition at 50 percent fixes \(\mu\) alone:

\[
\mu=\ln\eta+\frac{W_{50}}{\beta}.
\]

The condition at 10 percent is \(\mu+\sigma z_{10}=\ln\eta+W_{10}/\beta\). Subtracting it from the condition at 50 percent gives \(-\sigma z_{10}=(W_{50}-W_{10})/\beta\). Since \(z_{10}\) is negative, \(-z_{10}=|z_{10}|\), and

\[
\sigma=\frac{W_{50}-W_{10}}{\beta\,|z_{10}|}.
\]

The numbers are \(W_{10}=-2.250367\), \(W_{50}=-0.366513\) and \(z_{10}=-1.281552\). Hence

\[
\sigma=\frac{-0.366513+2.250367}{1.5\times1.281552}=0.9800,
\qquad
\mu-\ln\eta=\frac{-0.366513}{1.5}=-0.2443 .
\]

With \(\eta=10^4\) s, \(\mu=8.9660\). The common times are \(t_{10}=2231\) s and \(t_{50}=7832\) s.

## Part (b): the one-ppm lifetime

**Question.** Show that the matched lognormal predicts a one-ppm lifetime about 74 times longer than the Weibull law does, and that this factor does not depend on \(\eta\). How does it depend on \(\beta\)?

**Answer.** Let \(R(p)=t_L(p)/t_W(p)\) at failure fraction \(p\). Subtracting the two logarithmic lifetimes and inserting \(\mu\) and \(\sigma\) gives

\[
\ln R(p)=\left[\ln\eta+\frac{W_{50}}{\beta}
+\frac{W_{50}-W_{10}}{\beta|z_{10}|}z_p\right]
-\left[\ln\eta+\frac{W_p}{\beta}\right].
\]

The terms \(\ln\eta\) cancel, and every remaining term contains \(1/\beta\):

\[
\ln R(p)=\frac{C(p)}{\beta},\qquad
C(p)=W_{50}-W_p+\frac{z_p}{|z_{10}|}(W_{50}-W_{10}).
\]

At one ppm, \(W_p=-13.815510\) and \(z_p=-4.753424\). Thus

\[
C=-0.3665+13.8155-\frac{4.7534}{1.2816}\times1.8839=6.4616,
\]

\[
\ln R=\frac{6.4616}{1.5}=4.3077,\qquad R=74.3 .
\]

In seconds, the Weibull lifetime is \(10^4\exp(-13.8155/1.5)=1.00\) s. The lognormal lifetime is \(10^4\exp[-0.2443-0.9800\times4.7534]=74.3\) s. Numerical integration of the two densities, with the match and both lifetimes found by root solving, gives the same ratio, 74.270.

The quantity \(C\) contains the match levels and \(p\), but not \(\beta\). Therefore \(R=\exp(C/\beta)\): a smaller slope means a broader distribution and a larger disagreement. Repeating the match for \(\beta=1.4\) gives \(R=101\), and for \(\beta=1.6\) it gives \(R=57\). The factor 74 belongs to the stated slope, match points and failure level. It does not show which law is true.

## Part (c): the sign and growth of the disagreement

**Question.** Prove that the matched lognormal lifetime is the longer one at every failure fraction below 10 percent, and that \(R\) grows without bound as \(p\to0\).

**Answer.** Draw the lognormal on Weibull paper. With \(z=(\ln t-\mu)/\sigma\), define

\[
H(z)=-\ln[1-\Phi(z)],\qquad h(z)=\frac{dH}{dz}=\frac{\phi(z)}{1-\Phi(z)} .
\]

The ordinate is \(\ln H\). Since \(dz/d\ln t=1/\sigma\), the local slope is

\[
s_L=\frac{d\ln H}{d\ln t}=\frac{h}{\sigma H}.
\]

The first task is to show that \(s_L\) falls with time. Because \(\phi'=-z\phi\), differentiating the quotient \(h\) gives

\[
h'=-zh+h^2=h(h-z),
\]

and therefore

\[
\frac{d}{dz}\frac hH=\frac{h'H-h^2}{H^2}
=\frac{h\,[(h-z)H-h]}{H^2}.
\]

Now let \(Z\) be a standard normal variable. Since \(\int_z^\infty x\phi(x)\,dx=\phi(z)\), \(h\) is the mean of \(Z\) under the condition \(Z>z\). Hence \(h>z\), and the derivative above is negative precisely when

\[
G(z)\equiv\frac{h}{h-z}-H>0 .
\]

As \(z\to-\infty\), both \(h\) and \(H\) vanish while \(h-z\) grows, so \(G\to0\). The derivative of the first term of \(G\) is

\[
\frac{h'(h-z)-h(h'-1)}{(h-z)^2}=\frac{h-zh'}{(h-z)^2}
=\frac{h[1-z(h-z)]}{(h-z)^2}.
\]

Subtracting \(H'=h\) and combining \(z(h-z)+(h-z)^2=h(h-z)\) gives

\[
G'(z)=\frac{h\,[1-h(h-z)]}{(h-z)^2}.
\]

The bracket is a variance. Integration by parts gives \(\int_z^\infty x^2\phi\,dx=z\phi(z)+1-\Phi(z)\), so the mean of \(Z^2\) given \(Z>z\) is \(1+zh\). Subtracting the squared mean leaves \(1+zh-h^2=1-h(h-z)\), which is positive because the truncated variable still has a spread. Thus \(G'>0\), and since \(G\) starts from zero, \(G>0\) for all finite \(z\).

The lognormal is therefore strictly concave on Weibull paper. Its height above the straight Weibull line is also strictly concave, and vanishes at the two match points. Such a function is positive between its zeros and negative outside them. Below \(t_{10}\) the lognormal has the smaller failed fraction at a given time, so it reaches a given small fraction later. This proves \(R>1\) for \(p<0.1\).

For the growth, use \(W\) as the variable. Along the two curves, \(d\ln t_L/dW=1/s_L\) and \(d\ln t_W/dW=1/\beta\), so

\[
\frac{d\ln R}{dW}=\frac1{s_L}-\frac1\beta .
\]

The chord of the lognormal between the match points has slope \(\beta\), so its tangent has that slope somewhere between them. At all earlier times concavity makes \(s_L>\beta\). The right side is then negative, and \(R\) rises as \(p\) falls.

To show that the rise has no ceiling, write \(x=|z_p|\) for \(p<0.5\). Then

\[
p=\int_0^\infty\phi(x+y)\,dy
=e^{-x^2/2}\int_0^\infty e^{-xy}\phi(y)\,dy
\le\tfrac12e^{-x^2/2},
\]

which gives \(|z_p|\le\sqrt{2\ln[1/(2p)]}\). Also \(-\ln(1-p)\le p/(1-p)\), so \(-W_p\ge\ln(1/p)+\ln(1-p)\). Inserting both bounds in \(C(p)\) yields

\[
\ln R\ge\frac1\beta\left[W_{50}+\ln\frac1p+\ln(1-p)
-\frac{W_{50}-W_{10}}{|z_{10}|}\sqrt{2\ln\frac1{2p}}\right].
\]

The logarithm eventually outgrows its square root, so \(R\to\infty\).

The calculated values for \(\beta=1.5\) show the rise:

| \(p\) | \(R(p)\) |
|---|---|
| \(10^{-2}\) | 1.72 |
| \(10^{-3}\) | 3.79 |
| \(10^{-4}\) | 9.50 |
| \(10^{-5}\) | 25.8 |
| \(10^{-6}\) | 74.3 |

At one ppm the lognormal has a local Weibull slope of 5.05, against 1.5 for the Weibull law. Its early failures are much more tightly bunched in logarithmic time.

## Part (d): consequence for the operating voltage

**Question.** Suppose all lifetimes vary as \(V^{-n}\) with \(n=44\), while \(\beta\), \(\sigma\) and the temperature stay fixed. What voltage does each law allow if one capacitor in a million may fail in ten years?

**Answer.** Let \(t_s\) be the one-ppm lifetime at the stress voltage \(V_s\), and let \(T\) be the target life. Setting \(t_s(V/V_s)^{-n}=T\) and solving for \(V\) gives

\[
V=V_s\left(\frac{t_s}{T}\right)^{1/n}.
\]

Ten years is \(3.156\times10^8\) s. For the Weibull law,

\[
V_W=3.5\left(\frac{1.00}{3.156\times10^8}\right)^{1/44}\ \mathrm V=2.24\ \mathrm V .
\]

Replacing 1.00 s by 74.3 s gives \(V_L=2.47\) V. The ratio is \(R^{1/n}=74.3^{1/44}=1.10\). A factor of 74 in life thus becomes 10 percent in voltage, because the assumed lifetime depends so steeply on voltage.

The exponent matters too. With the stress data held fixed, \(n=40\) gives a Weibull voltage of 2.15 V and \(n=48\) gives 2.33 V. This range of 0.18 V is comparable with the 0.23 V between the two laws.

## Part (e): can the test data decide?

**Question.** The test is stopped at the median life. Assess how well it distinguishes the two matched laws, and how well a sample of 100 capacitors determines \(R\).

**Answer.** Between the match points, the failed fractions differ by at most 0.026. Over all times the largest difference is 0.110. This maximum must lie above the median: below \(t_{10}\) both fractions are under 0.10, so they cannot differ by that much. Continuing the test past the median therefore reaches the region where the failed fractions differ most.

A sharper measure is the logarithm of the likelihood ratio. Suppose that the Weibull law is true. A capacitor failing at \(t<t_{50}\) contributes \(\ln[f_W(t)/f_L(t)]\), where \(f=dF/dt\). A survivor contributes \(\ln(0.5/0.5)=0\). The mean contribution per capacitor is

\[
D=\int_0^{t_{50}}f_W(t)\ln\frac{f_W(t)}{f_L(t)}\,dt=0.0216 .
\]

For the mean logarithm to reach \(\ln20\), the number put on test must be

\[
N=\frac{\ln20}{0.0216}\approx139 .
\]

This is a statement about the mean only. With 139 capacitors the logarithm has a standard deviation of about 3.8, so only about 40 percent of such tests reach a ratio of 20, and about one in five favours the lognormal. The figure also compares two fixed curves. If the lognormal parameters may be readjusted, \(F_L(t_{50})\) need not be 0.5, and the survivors add \(0.5\ln\{0.5/[1-F_L(t_{50})]\}\) to the integral. The matched curve is one of the allowed choices, so the minimum of this sum cannot exceed 0.0216. Numerical minimization gives 0.0172, which raises the number to about 174. Even this is optimistic: when both laws are fitted by maximum likelihood to each simulated sample of 174, the mean logarithm is about 2.5, short of \(\ln20=3.0\). Running the test longer helps more: stopped at 90 percent failed, with the corresponding survivor term included, the two fixed curves give 0.074 per capacitor, or about 41 capacitors, and a readjusted lognormal gives about 0.062, or about 49.

The sample also limits the extrapolation itself. Tests of 100 capacitors were simulated from the Weibull law with \(\beta=1.5\), and both laws were matched to each sample's own 10 and 50 percent times. The inferred \(R\) had a median of 73, with 5 and 95 percent points at 27 and 244. These figures move by up to about 15 percent with the rule used to read percentiles from a sample. The fitting method matters more: if both laws are instead fitted by maximum likelihood to tests of 100 capacitors stopped at the median life, the inferred \(R\) has a median near 48, with 5 and 95 percent points near 20 and 135. The value 74 is thus a property of the specified curves; one such test fixes it only to within a factor of about three either way.

## Part (f): larger area and early defects

**Question.** Find the one-ppm lifetimes, at the stress conditions, of a chip with 0.1 cm² of gate area. Assume that it fails at the first breakdown among independent, identical areas. Separately, return to the single capacitor and let 100 ppm of the population follow a Weibull law with the same slope but \(\eta_d=10\) s. What happens to \(R\)?

**Answer.** The chip contains \(N=0.1/10^{-4}=1000\) test areas. It survives only if all of them survive, so

\[
1-F_{\rm chip}=(1-F)^N,\qquad
F=1-(1-10^{-6})^{1/1000}\approx10^{-9}.
\]

One ppm of chips corresponds to one capacitor in a billion. For the Weibull law, \(-\ln(1-F_{\rm chip})=N(t/\eta)^\beta\). This is again a Weibull law of slope \(\beta\), with its scale multiplied by \(N^{-1/\beta}=1000^{-1/1.5}=0.01\). The chip lifetime is therefore 0.0100 s. The lognormal quantile at \(10^{-9}\) gives 21.9 s, so the ratio rises from 74 to about 2200.

The allowed voltages for the target of part (d) become 2.02 V and 2.41 V. Increasing the area a thousandfold shortens the one-ppm life by a factor of 100 under the Weibull law, but by only \(74.3/21.9=3.4\) under the lognormal one. The area dependence also offers a way to discriminate at failure fractions that a test can reach. The median life falls by 100 under the Weibull law and by 23 under the lognormal one, and the Weibull slope taken between 10 and 50 percent stays at 1.5 in the first case but rises to 3.8 in the second.

Early defects act in the opposite direction. With defect fraction \(q=10^{-4}\), the total failed fraction is

\[
F=(1-q)F_{\rm main}+q\left[1-e^{-(t/\eta_d)^\beta}\right].
\]

For a Weibull main population at short times, \(1-q\approx1\) and \(1-e^{-x}\approx x\). With \(t\) in seconds,

\[
10^{-6}\approx\left(\frac{t}{10^4}\right)^{1.5}
+10^{-4}\left(\frac{t}{10}\right)^{1.5}
=(1.00+3.16)\times10^{-6}\,t^{1.5}.
\]

This gives \(t\approx0.39\) s, in agreement with the full solution, 0.387 s. For the lognormal, the main population contributes almost nothing at such times. The defect term alone gives \(t\approx3.16^{-2/3}=0.46\) s, and the full solution is 0.466 s. The ratio falls to 1.20, because the same defects now supply essentially all the one-ppm failures in the lognormal case and about three quarters of them in the Weibull case. The value 1.20 belongs to this defect fraction and to the use of one Weibull defect law in both cases: 10 ppm of the same defects gives 2.7, and 100 ppm described by the matched lognormal shape in the lognormal case gives 2.1.

## Part (g): relation to real oxides

**Question.** Which assumptions limit the use of these results for a real gate oxide?

**Answer.** The thickness, slope, voltage exponent and stress conditions are rough typical values for accelerated tests of thin SiO2; \(\eta\) is a round value that varies strongly with process and stress. The nominal field, 3.5 V divided by 2.5 nm, is 14 MV/cm. The field in the oxide itself is lower when part of the voltage drops in the silicon or the gate. Real populations can contain early defects, and the assumed 100 ppm of them moves the capacitor's ratio from 74 to 1.2. Large circuits sample more area, which moves it to about 2200 if the weak spots are independent and defects are absent. Using the capacitors at 378 K instead of 398 K, with a rough Arrhenius energy of 0.7 eV and unchanged shapes, lengthens both lives by a factor of 2.9. It raises both allowed voltages by 2.5 percent and leaves \(R\) unchanged. A change of slope between stress and use would alter \(R\). The allowed voltages also assume that one power law holds from 3.5 V down to about 2 V; another form of voltage dependence would give other values. Circuit operation that continues after the first breakdown needs a further model.

For a weakest-link oxide whose slope is the same at all tested areas, the Weibull extrapolation is the consistent choice. That condition has to be checked on capacitors of several areas, and the check reaches only as far as the areas do: the 10 percent point of an area 1000 times larger corresponds to \(F\approx10^{-4}\) for the small capacitor, so the shape below that level remains an assumption. The early-defect fraction needs a sample large enough to reveal it. A good fit between 10 and 50 percent establishes neither.

## Table of computed values

```
Weibull slope beta = 1.5; scale eta = 10000 s
oxide thickness = 2.5 nm; stress = 3.5 V
nominal stress field = 14.0 MV/cm
stress temperature = 398 K
test area = 1.0e-04 cm2; chip gate area = 0.1 cm2
W(0.10) = -2.250367; W(0.50) = -0.366513
W(1 ppm) = -13.815510
z(0.10) = -1.281552; z(1 ppm) = -4.753424
matched times: t10 = 2230.8 s; t50 = 7832.2 s
mu - ln(eta) = -0.244342; mu (t in s) = 8.965998
sigma = 0.979986
C(1 ppm) = 6.46156
ln R(1 ppm) = 4.30771
one-ppm life, Weibull = 1.0000 s
one-ppm life, lognormal = 74.270 s
ratio R from formula = 74.270
ratio R from integrated densities = 74.270
R at failure fraction 1e-02 = 1.721
R at failure fraction 1e-03 = 3.789
R at failure fraction 1e-04 = 9.500
R at failure fraction 1e-05 = 25.827
R at failure fraction 1e-06 = 74.270
local Weibull slope of lognormal at 1 ppm = 5.049
largest gap in F, 10 to 50 percent window = 0.0258
largest gap in F, all times = 0.1103
R(1 ppm) for beta 1.4 = 101.0
R(1 ppm) for beta 1.6 = 56.7
voltage exponent = 44; target = 10 years
allowed voltage, Weibull = 2.243 V
allowed voltage, lognormal = 2.474 V
allowed-voltage ratio = 1.1029
Weibull allowed voltage, exponent 40 = 2.146 V
Weibull allowed voltage, exponent 48 = 2.328 V
simulated sample size = 100 capacitors
inferred R: 5% = 27.2, median = 73.1, 95% = 244.0
mean log-likelihood difference = 0.02162 per capacitor
capacitors for mean likelihood ratio 20 = 139
area ratio = 1000; device level = 1.000e-09
chip one-ppm life, Weibull = 0.01000 s
chip one-ppm life, lognormal = 21.938 s
chip R = 2194
chip allowed voltage, Weibull = 2.020 V
chip allowed voltage, lognormal = 2.407 V
defects = 100 ppm; their eta = 10.0 s
one-ppm life with defects, Weibull = 0.3872 s
one-ppm life with defects, lognormal = 0.4657 s
R with defects = 1.203
activation energy = 0.7 eV
life factor at 378 K = 2.944
its allowed-voltage factor = 1.0248
```
